# Apparent Current Barrier of a Schottky Contact with Gaussian Inhomogeneity

## Result and conventions

A Schottky contact whose barrier height varies over its area can carry more current than a uniform contact with the same mean barrier. If the barriers $\Phi$ are Gaussian with mean $\Phi_m$ and standard deviation $\sigma$, and the regions conduct independently in parallel, the barrier deduced from the saturation current at temperature $T$ is

$$\Phi_{ap}=\Phi_m-\frac{\sigma^2}{2kT}. \tag{1}$$

Barriers, $\sigma$ and $kT$ are energies in eV. If barriers are quoted in volts, the last term reads $q\sigma^2/(2kT)$ with $kT$ in joules. The elementary charge is $q>0$, and forward bias $V$ is positive.

The contact is divided into patches, each with its own $\Phi$, measured from the metal Fermi level to the barrier top. Equation (1) assumes that

- patches are wide enough for neighbours not to alter their barriers;
- $\Phi_m$, $\sigma$ and the Richardson constant $A^*$ do not depend on bias, and $A^*$ is the same for all patches;
- the Gaussian holds down to the barriers that carry the current, and the contact contains many such patches;
- these patches remain depleted at the bias used, and series resistance is negligible.

## Current of one patch

Consider electrons in one ellipsoidal valley with principal axes along $x,y,z$, where $x$ is normal to the contact. Those crossing the barrier top toward the metal have $k_x>0$. Their energy above the metal Fermi level is $\Phi+E_x+E_y+E_z$, and for $\Phi\gg kT$ their occupation is the Boltzmann factor. At zero bias the current density toward the metal is

$$J_0=q\,\frac{2}{(2\pi)^3}e^{-\Phi/kT}\int_{k_x>0}d^3k\,\frac1\hbar\frac{dE_x}{dk_x}\,e^{-(E_x+E_y+E_z)/kT}.$$

The $k_x$ integral is $\hbar^{-1}\int_0^\infty dE_x\,e^{-E_x/kT}=kT/\hbar$. The other two are Gaussian and give $2\pi\sqrt{m_ym_z}\,kT/\hbar^2$. With energies in joules in the prefactor,

$$J_0=A^*T^2e^{-\Phi/kT},\qquad A^*=\frac{4\pi qk^2}{h^3}\sum_{\rm valleys}\sqrt{m_ym_z}. \tag{2}$$

A forward bias raises the electron Fermi level in the semiconductor by $qV$ relative to the metal. This multiplies the flow toward the metal by $e^{qV/kT}$. The opposite flow is unchanged, and it equals $J_0$ because the two balance at $V=0$. Hence

$$J(\Phi,V)=A^*T^2e^{-\Phi/kT}\left(e^{qV/kT}-1\right). \tag{3}$$

## Averaging the current

Parallel currents add, so the current density of the whole contact is the area average of (3). The bias factor is common to all patches and leaves the average unchanged in form:

$$J(V)=\bar J_0\left(e^{qV/kT}-1\right),\qquad \bar J_0=A^*T^2\left\langle e^{-\Phi/kT}\right\rangle. \tag{4}$$

A spread of barriers alone therefore leaves the ideality factor at 1 in this model. The apparent barrier is the height of a uniform barrier with the same saturation current:

$$\Phi_{ap}=kT\ln\frac{A^*T^2}{\bar J_0}=-kT\ln\left\langle e^{-\Phi/kT}\right\rangle. \tag{5}$$

For the Gaussian distribution,

$$\left\langle e^{-\Phi/kT}\right\rangle=\frac1{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}d\Phi\;
\exp\left[-\frac{(\Phi-\Phi_m)^2}{2\sigma^2}-\frac{\Phi}{kT}\right].$$

Set $u=\Phi-\Phi_m$. The exponent becomes $-\Phi_m/kT-u^2/2\sigma^2-u/kT$, and completing the square gives

$$-\frac{u^2}{2\sigma^2}-\frac{u}{kT}
=-\frac{1}{2\sigma^2}\left(u+\frac{\sigma^2}{kT}\right)^2+\frac{\sigma^2}{2(kT)^2}. \tag{6}$$

Expanding the square confirms this: the cross term is $-u/kT$, and the constant $-\sigma^2/2(kT)^2$ is cancelled by the last term. The shifted Gaussian integrates to $\sqrt{2\pi}\,\sigma$, so

$$\left\langle e^{-\Phi/kT}\right\rangle=\exp\left[-\frac{\Phi_m}{kT}+\frac{\sigma^2}{2(kT)^2}\right]. \tag{7}$$

Inserting (7) in (5) gives (1). The integration range includes unphysical negative barriers; replacing it by the real range is harmless when the shifted Gaussian lies well inside that range.

## Which patches carry the current

By (6), the current is distributed over barriers as a Gaussian of the original width $\sigma$, centred at

$$\Phi_d=\Phi_m-\frac{\sigma^2}{kT}. \tag{8}$$

The apparent barrier lies halfway between $\Phi_d$ and $\Phi_m$. A patch at $\Phi_d$ conducts better than one at $\Phi_m$ by the factor $e^{\sigma^2/(kT)^2}$, but such patches are rarer by $e^{-\sigma^2/2(kT)^2}$. The product is the enhancement $e^{\sigma^2/2(kT)^2}$ in (7).

Cooling moves $\Phi_d$ down the distribution, so $\Phi_{ap}$ falls. At high temperature $\Phi_{ap}$ approaches $\Phi_m$. At low temperature (1) decreases without bound, which no real set of barriers can follow.

The Gaussian shape matters too. For a uniform distribution of the same mean and variance, $\Phi$ spans $\Phi_m\pm\sqrt3\,\sigma$, and direct integration gives

$$\Phi_{ap}=\Phi_m-kT\ln\frac{\sinh a}{a},\qquad a=\frac{\sqrt3\,\sigma}{kT}. \tag{9}$$

For small $a$, $\ln(\sinh a/a)\approx a^2/6$, which restores $\sigma^2/(2kT)$. For large $a$, $\sinh a\approx e^a/2$ and $\Phi_{ap}\approx\Phi_m-\sqrt3\,\sigma+kT\ln(2a)$: the lowest barrier now sets the limit. The variance formula is thus the leading correction when $\sigma\ll kT$ for these two shapes, but at larger $\sigma/kT$ it relies on the Gaussian tail.

## What a Richardson plot and a capacitance measurement read

Let $\beta=1/kT$. From (4) and (7),

$$\ln\frac{\bar J_0}{T^2}=\ln A^*-\beta\Phi_m+\frac{\beta^2\sigma^2}{2}. \tag{10}$$

The barrier read from the local slope is

$$-\frac{d}{d\beta}\ln\frac{\bar J_0}{T^2}=\Phi_m-\beta\sigma^2=\Phi_d, \tag{11}$$

which is lower than $\Phi_{ap}$. Extending the tangent to $\beta=0$ adds $\beta\Phi_d$ to (10) and leaves $\ln A^*-\beta^2\sigma^2/2$. The apparent Richardson constant is therefore

$$A_{ap}=A^*e^{-\sigma^2/2(kT)^2}. \tag{12}$$

The low slope and the low intercept belong together: both describe the same current.

If $\Phi_m$ itself depends on temperature, the slope barrier becomes $d(\beta\Phi_m)/d\beta-\beta\sigma^2=\Phi_m-T\,d\Phi_m/dT-\sigma^2/kT$. A mean barrier that falls on heating thus raises the slope barrier.

Capacitance weights the patches differently. Let $\zeta=E_c-E_F$ in the bulk, $N_D$ the donor density and $\epsilon$ the permittivity. For band bending $v$ in volts, Poisson's equation with donors and Boltzmann electrons integrates once to the squared surface field $(2qN_D/\epsilon)(v-kT/q)$, when $e^{-qv/kT}$ is dropped. The charge per area is $\epsilon$ times the field. Differentiating it with respect to $v$ gives, at reverse bias $U$,

$$C=\sqrt{\frac{q\epsilon N_D}{2(\psi+U)}},\qquad \psi=\Phi-\zeta-kT, \tag{13}$$

where $\psi$ in eV is used as a number of volts. Patches much wider than the depletion width add their capacitances. At $U=0$ write the patch value as $\psi_m+\delta$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. To second order,

$$\left\langle(\psi_m+\delta)^{-1/2}\right\rangle=\psi_m^{-1/2}\left(1+\frac{3\sigma^2}{8\psi_m^2}\right),$$

and the inverse square gives the effective value

$$\psi_{\rm eff}=\psi_m-\frac{3\sigma^2}{4\psi_m}. \tag{14}$$

The correction is divided by the band bending instead of by $kT$, so capacitance reads nearly the mean barrier.

## A contact on silicon

Take a metal on n-type (100) silicon with $\Phi_m=0.80$ eV, $\sigma=0.05$ eV and $N_D=10^{16}$ cm$^{-3}$. Rough masses are 0.92 (longitudinal) and 0.19 (transverse) in units of the electron mass. Two valleys point along the normal and four lie in the plane, so the mass sum in (2) is $2(0.19)+4\sqrt{0.92\times0.19}=2.05$, and $A^*=246.6$ A cm$^{-2}$ K$^{-2}$.

At 300 K, $kT=25.85$ meV and

$$\frac{\sigma^2}{2kT}=\frac{(0.05)^2}{2(0.02585)}=0.0484\ \text{eV},\qquad \Phi_{ap}=0.7516\ \text{eV}.$$

The current enhancement is $e^{(1.934)^2/2}=6.49$, which raises the saturation current from $8.07\times10^{-7}$ to $5.24\times10^{-6}$ A/cm$^2$. Direct quadrature of (5) agrees with (1) at 200, 250, 300 and 350 K, where the apparent barriers are 0.7275, 0.7420, 0.7516 and 0.7586 eV.

The current is centred at $\Phi_d=0.7033$ eV, which is also the Richardson slope barrier at 300 K. The tangent gives $A_{ap}=38.0$ A cm$^{-2}$ K$^{-2}$, less than a sixth of $A^*$. A uniform distribution of the same variance would give $\Phi_{ap}=0.7626$ eV, 11 meV above the Gaussian result.

For the capacitance, $\zeta=0.2047$ eV, the mean band bending is 0.5953 eV and the depletion width $W$ is 277 nm. For independent patches the computed shift at zero bias is $-3.34$ meV, against $-3.29$ meV from (14). Patches only a few times wider than $W$ share part of their depletion charge, which makes the shift smaller in size. A straight line through $1/C^2$ from 0 to 2 V reverse bias gives a barrier of 0.7969 eV. Its difference from the current barrier is 45.3 meV; equating this to $\sigma^2/(2kT)$ returns $\sigma=0.048$ eV, close to the input.

## Too few patches

Equation (7) is an average over the distribution, whereas a diode contains a finite number $N$ of patches. Let $X=e^{-\Phi/kT}$. Replacing $1/kT$ by $2/kT$ in (7) gives $\langle X^2\rangle=e^{-2\Phi_m/kT+2\sigma^2/(kT)^2}$, so $\langle X^2\rangle/\langle X\rangle^2=e^{\sigma^2/(kT)^2}$. For independent patches of equal area the relative standard deviation of the saturation current between diodes is

$$\frac{\Delta \bar J_0}{\langle \bar J_0\rangle}=\sqrt{\frac{e^{\sigma^2/(kT)^2}-1}{N}}. \tag{15}$$

It reaches about 1 when $\sigma/kT=\sqrt{\ln N}$. A diode of 1 mm$^2$ with square patches 1 µm wide has $N=10^6$, and the corresponding temperature is about 156 K.

At 300 K (15) gives 0.64 %, and at 200 K 6.7 %. The second moment is centred at $\Phi_m-2\sigma^2/kT$, which at 200 K lies $5.8\,\sigma$ below the mean, where only about $3\times10^{-3}$ patches per diode are expected. At low temperature (15) is therefore set by rare diodes, and most diodes scatter less. A typical diode departs markedly from (1) only when patches near $\Phi_d$ become scarce, as $\sigma/kT$ approaches $\sqrt{2\ln N}$, here about 110 K. Among 40 simulated diodes, each with $10^6$ independently drawn barriers, the median apparent barriers at these temperatures are 0.7516 and 0.7276 eV, in agreement with (1).

At 80 K the simulated median is 0.6486 eV, while (1) gives 0.6187 eV. The formula relies on patches near $\Phi_d=0.437$ eV, but the expected number at or below that barrier is only $2\times10^{-7}$ per diode. The ensemble mean still obeys (7), but it is governed by extremely rare diodes. A typical one has a higher barrier.

## Patch width

A low patch beside a higher region may be pinched: the highest point on the electron's path then lies inside the semiconductor, above the patch's own barrier. Near a long straight edge let the patch occupy $x>0$, with a barrier lower by $\Delta$ than that at $x<0$. Let $z$ be the depth and $\psi_b$ the band bending of the higher region. Keeping its depletion charge unchanged, add to the depletion parabola the solution of Laplace's equation for a step at the surface:

$$E(x,z)=\psi_b\left(1-\frac zW\right)^2-\Delta\left[\frac12+\frac1\pi\arctan\frac xz\right]. \tag{16}$$

For small $z$ and $x>0$, $\arctan(x/z)\approx\pi/2-z/x$. The slope at the surface is then $-2\psi_b/W+\Delta/(\pi x)$, which is positive, meaning that the barrier rises inward, for

$$x<x_e=\frac{\Delta W}{2\pi\psi_b}. \tag{17}$$

For a patch at $\Phi_d$ in mean surroundings, $\Delta=0.0967$ eV and $x_e=7.2$ nm. This is slightly too small, because the depletion field under the low patch is weaker than the unchanged charge in (16) implies. Four such strips cover about 3 % of a patch 1 µm wide. Losing their current altogether would raise that patch's apparent barrier by about $0.03\,kT$, or 0.8 meV.

Small patches are different. On the axis of a disk of radius $R$, the added potential is $-\Delta(1-z/\sqrt{z^2+R^2})$, with surface slope $\Delta/R$. The disk is pinched even at its centre when $R<\Delta W/(2\psi_b)$, here about 22 nm. Its effective barrier then depends on bias, and (4) no longer holds. If the apparent barrier varies with $V$, differentiating $\ln J=(qV-\Phi_{ap})/kT+\text{const}$ for $qV\gg kT$ gives an ideality factor $n$ with $1/n=1-d\Phi_{ap}/d(qV)$.

## Bias range

At forward bias $V$, patches with $\Phi<\zeta+qV$ are past flat band, and (3) overstates their current. Since the ideal current has the Gaussian distribution centred at $\Phi_d$, the share assigned to them is

$$S=F\left(\frac{\zeta+qV-\Phi_d}{\sigma}\right), \tag{18}$$

where $F$ is the standard normal cumulative function. At 300 K, $S=1.2\times10^{-9}$ at 0.2 V and 2.4 % at 0.4 V.

Resistance intervenes sooner. For a wafer 500 µm thick with mobility 1200 cm$^2$/Vs, the ideal current at 0.2 V causes a drop of 0.31 mV. At 0.4 V the ideal current would be larger by $e^{0.2/0.02585}\approx2300$, and the drop would be about 0.7 V, more than the applied bias. The saturation current must therefore be extracted well below 0.4 V in this example.

## Comparison with real contacts

The chosen mean barrier and donor density are rough but realistic for a high-barrier metal or silicide on n-type silicon, and a spread of some tens of meV is a reasonable scale for an inhomogeneous contact. The patch width of 1 µm is the least secure choice. Variations associated with grains or interface structure may be much finer than the 277 nm depletion width. Pinch-off then weakens the contribution of low patches; if the fluctuations are smoothed out completely, the whole 48 meV variance term is lost.

Other neglected effects change the reading at 300 K as follows.

**Image force.** The image energy $-q^2/(16\pi\epsilon z)$ and a field $\mathcal E$ together lower the barrier top by $\sqrt{q\mathcal E/(4\pi\epsilon)}$ in volts. With $\mathcal E=2\psi_b/W$ this is 23.0 meV at the mean patch and 1.0 meV less at the dominant one. The common part shifts the mean current barrier. The difference narrows the spread by about 1 %, and so reduces the variance term by about 2 %, or 1 meV. Capacitance does not register the common shift. Left uncorrected, image-force lowering would raise the barrier difference from 45 to 67 meV and the inferred $\sigma$ to 0.059 eV.

**Tunnelling.** A semiclassical (WKB) estimate with the light mass, a sharp barrier top and full transmission above it gives a lowering of 12.8 meV, which differs by 0.8 meV between the mean and dominant patches. This is an upper estimate and cannot be added to the image lowering. The two valleys with the heavy mass along the normal reduce it by about 1 meV. On the barrier top rounded by the image force, the same estimate gives only 5 to 6 meV beyond the image lowering. Quantum reflection of electrons above the top, which depends on the metal and is left out here, works the other way and can outweigh the tunnelling gain.

**Carrier supply.** If electrons reach the barrier top with velocity $v_d$ and leave it with $v_R=A^*T^2/(qN_c)$, where $N_c$ is the effective density of states, continuity divides the current by the factor $1+v_R/v_d$. If $v_d$ is taken as $10^7$ cm/s, about the saturation velocity, the apparent barrier rises by 10.6 meV. This choice is uncertain, because electrons climbing a retarding field need not be limited to that velocity; with the low-field mobility, $v_d\approx\mu\mathcal E\approx5\times10^7$ cm/s and the rise is only about 2.5 meV.

**Richardson constant.** Using a value twice too large in (5) raises the deduced barrier by $kT\ln2=17.9$ meV.

**Temperature drift.** Between 250 and 350 K, (1) predicts a rise of 16.6 meV at fixed $\Phi_m$. If the mean barrier followed a gap shrinkage of roughly 0.25 meV/K in full, it would fall by 25 meV and reverse the trend. By the slope formula following (12), the same drift would raise the Richardson slope barrier at 300 K by $300\times0.25=75$ meV. A value of $\sigma$ drawn from temperature data therefore requires the drift of the mean barrier to be known.

## Computed values

```
Mean barrier: 0.800 eV
Standard deviation: 0.050 eV
Donor density: 1.0e+16 cm^-3
Masses, long. and transv.: 0.92, 0.19 m0
Relative permittivity: 11.7
Diode area: 1.0 mm^2
Patch side: 1.0 um
Number of patches: 1000000
Richardson constant: 246.6 A cm^-2 K^-2
kT at 300 K: 25.852 meV
sigma/kT at 300 K: 1.934
Apparent barrier, 200 K: 0.7275 eV
Apparent barrier, 250 K: 0.7420 eV
Apparent barrier, 300 K: 0.7516 eV
Apparent barrier, 350 K: 0.7586 eV
Variance term at 300 K: 48.35 meV
J0 at 300 K: 5.238e-06 A/cm^2
J0 if all patches at mean: 8.070e-07 A/cm^2
Current enhancement at 300 K: 6.491
Centre of current distribution: 0.7033 eV
Width of current distribution: 0.0500 eV
Richardson slope barrier, 300 K: 0.7033 eV
Richardson tangent constant: 38.0 A cm^-2 K^-2
Apparent barrier, uniform distr.: 0.7626 eV
Ec - EF at 300 K: 0.2047 eV
Band bending at mean barrier: 0.5953 eV
Depletion width: 277 nm
C-V bending shift, zero bias: -3.34 meV
C-V barrier, fit 0 to 2 V reverse: 0.7969 eV
Share past flat band, 0.2 V: 1.17e-09
Share past flat band, 0.4 V: 2.43e-02
Relative spread of J0, 300 K: 0.0064
Relative spread of J0, 200 K: 0.0672
Patches below dominant, 300 K: 2.66e+04
  simulated median barrier: 0.7516 eV
  formula: 0.7516 eV
Patches below dominant, 200 K: 1.86e+03
  simulated median barrier: 0.7276 eV
  formula: 0.7275 eV
Patches below dominant, 80 K: 2.04e-07
  simulated median barrier: 0.6486 eV
  formula: 0.6187 eV
Pinched edge width: 7.2 nm
Pinched area fraction: 2.9 %
Image lowering, mean patch: 23.0 meV
  mean minus dominant patch: 1.00 meV
Tunnel lowering, mean patch: 12.8 meV
  mean minus dominant patch: 0.82 meV
Supply limit at 1e+07 cm/s: 10.6 meV
Factor 2 in Richardson constant: 17.9 meV
Wafer 500 um, 1200 cm2/Vs, drop at 0.2 V: 0.31 mV
Apparent rise, 250 to 350 K: 16.6 meV
Gap shrinkage at 0.25 meV/K: 25 meV
```
